# Trotter error in the partition function of a two-level system: test program

```python
"""
Result under test, for A = sigma_x, B = sigma_z, t = b/n:
  Z_n = Tr[(exp(-tA) exp(-tB))^n] = 2 cosh(n theta) = 2 T_n(cosh(t)^2),
  sinh(theta/2) = sinh(t)/sqrt(2),
  Z_n - 2 cosh(b sqrt2) = C2/n^2 + C4/n^4 + ...,
  C2 = b^3 sinh(b sqrt2)/(3 sqrt2).
b: dimensionless inverse temperature; n: number of slices; t: step;
theta: logarithm of the larger eigenvalue of one slice (for t > 0).
The direct side uses explicit matrix exponentials and matrix powers.
"""
import mpmath as mp
from scipy.special import eval_chebyt

mp.mp.dps = 40
A = mp.matrix([[0, 1], [1, 0]])
B = mp.matrix([[1, 0], [0, -1]])
ROOT2 = mp.sqrt(2)


def trace(matrix):
    return matrix[0, 0] + matrix[1, 1]


def largest_entry(matrix):
    return max(abs(matrix[i, j]) for i in range(2) for j in range(2))


def one_slice(t):
    return mp.expm(-t * A) * mp.expm(-t * B)


def direct_product(b, n):
    return one_slice(mp.mpf(b) / n) ** n


def symmetric_product(b, n):
    t = mp.mpf(b) / n
    half = mp.expm(-t * A / 2)
    return (half * mp.expm(-t * B) * half) ** n


def exact_matrix(b):
    return mp.expm(-mp.mpf(b) * (A + B))


def direct_deviation(b, n):
    return trace(direct_product(b, n)) - trace(exact_matrix(b))


def theta_formula(t):
    return 2 * mp.asinh(mp.sinh(t) / ROOT2)


def closed_form(b, n):
    return 2 * mp.cosh(n * theta_formula(mp.mpf(b) / n))


def c2_formula(b):
    b = mp.mpf(b)
    return b**3 * mp.sinh(b * ROOT2) / (3 * ROOT2)


def c4_formula(b):
    b = mp.mpf(b)
    return (b**6 * mp.cosh(b * ROOT2) / 72
            - 7 * ROOT2 * b**5 * mp.sinh(b * ROOT2) / 240)


# Closed forms against explicit products, including negative b.
for b in (-1.5, 0.3, 1, 4):
    limit = trace(exact_matrix(b))
    assert abs(limit - 2 * mp.cosh(b * ROOT2)) < mp.mpf(10)**-25 * limit
    for n in (1, 2, 3, 7, 20):
        value = trace(direct_product(b, n))
        assert abs(value - closed_form(b, n)) < mp.mpf(10)**-25 * value
        argument = float(mp.cosh(mp.mpf(b) / n)**2)
        chebyshev = 2 * eval_chebyt(n, argument)
        # double precision limits the Chebyshev evaluation
        assert abs(chebyshev - float(value)) < 1e-10 * float(value)

# Small-step series of theta, with theta taken from the slice's trace.
small_t = mp.mpf("0.001")
theta_direct = mp.acosh(trace(one_slice(small_t)) / 2)
series_2 = (theta_direct / (ROOT2 * small_t) - 1) / small_t**2
series_4 = (series_2 - mp.mpf(1) / 12) / small_t**2
assert abs(series_2 - mp.mpf(1) / 12) < 1e-6
assert abs(series_4 + mp.mpf(7) / 480) < 1e-6

# Coefficients of 1/n^2 and 1/n^4 from explicit products at large n.
big_n = 1000
for b in (-1, 0.5, 1, 2):
    scaled = big_n**2 * direct_deviation(b, big_n)
    assert abs(scaled / c2_formula(b) - 1) < 1e-5
    remainder = big_n**2 * (scaled - c2_formula(b))
    assert abs(remainder / c4_formula(b) - 1) < 1e-3

# The deviation is positive and falls with n.
for b in (-1, 0.3, 1, 4):
    deviations = [direct_deviation(b, n) for n in range(1, 21)]
    assert all(d > 0 for d in deviations)
    assert all(x > y for x, y in zip(deviations, deviations[1:]))

# The matrix has a traceless 1/n error proportional to AB.
for b in (1, 2):
    strength = b * mp.sinh(b * ROOT2) / ROOT2
    error = big_n * (direct_product(b, big_n) - exact_matrix(b))
    assert largest_entry(error - strength * (A * B)) < 5e-3 * strength

# Symmetric slices: same trace, matrix error of order 1/n^2.
for n in (1, 3, 8):
    difference = trace(symmetric_product(1, n)) - trace(direct_product(1, n))
    assert abs(difference) < mp.mpf(10)**-25
sym_100 = largest_entry(symmetric_product(1, 100) - exact_matrix(1))
sym_200 = largest_entry(symmetric_product(1, 200) - exact_matrix(1))
assert abs(sym_100 / sym_200 - 4) < 0.01

# Worked example.
b = 1
Z = trace(exact_matrix(b))
C2 = c2_formula(b)
print("All quantities are dimensionless.")
print(f"b = {b}")
print(f"Z = Tr exp(-b(A+B)) = {float(Z):.8f}")
print(f"C2 = {float(C2):.8f}")
print(f"C4 = {float(c4_formula(b)):.8f}")
print("n, theta, Z_n (direct), Z_n (closed form):")
for n in (1, 2, 4, 8, 16, 32):
    theta = mp.acosh(trace(one_slice(mp.mpf(b) / n)) / 2)
    print(f"{n:3d} {float(theta):.8f} "
          f"{float(trace(direct_product(b, n))):.8f} "
          f"{float(closed_form(b, n)):.8f}")
print("n, deviation Z_n-Z, n^2*deviation, C2/n^2:")
for n in (1, 2, 4, 8, 16, 32):
    d = direct_deviation(b, n)
    print(f"{n:3d} {float(d):.8f} {float(n**2 * d):.6f} "
          f"{float(C2 / n**2):.8f}")

target = mp.mpf("0.001")
estimate = mp.sqrt(C2 / (target * Z))
n_min = 1
while direct_deviation(b, n_min) / Z >= target:
    n_min += 1
assert n_min == int(mp.ceil(estimate))
print(f"target relative error = {float(target):.3f}")
print(f"n estimated from C2 = {float(estimate):.4f}")
print(f"smallest n found directly = {n_min}")
for n in (n_min - 1, n_min):
    relative = direct_deviation(b, n) / Z
    print(f"relative error at n = {n}: {float(relative):.7f}")

print("Matrix error for b = 1, largest entry (plain, symmetric):")
for n in (8, 16, 32):
    plain = largest_entry(direct_product(b, n) - exact_matrix(b))
    symmetric = largest_entry(symmetric_product(b, n) - exact_matrix(b))
    print(f"n = {n:2d}: {float(plain):.6f} {float(symmetric):.6f}")

print("Same step t, different b:")
ratios = []
for b_case, n_case in ((1, 2), (40, 80)):
    t = mp.mpf(b_case) / n_case
    shift = ROOT2 * b_case * t**2 / 12
    ratio = (direct_deviation(b_case, n_case)
             / (c2_formula(b_case) / n_case**2))
    ratios.append(ratio)
    print(f"b = {b_case}, n = {n_case}, t = {float(t):.2f}, "
          f"shift sqrt2*b*t^2/12 = {float(shift):.5f}, "
          f"deviation/(C2/n^2) = {float(ratio):.4f}")
assert abs(ratios[0] - 1) < 0.05
assert ratios[1] > 1.5

print("PASS")
```

Output:

```
All quantities are dimensionless.
b = 1
Z = Tr exp(-b(A+B)) = 4.35636711
C2 = 0.45609962
C4 = -0.04956488
n, theta, Z_n (direct), Z_n (closed form):
  1 1.51337401 4.76219569 4.76219569
  2 0.72120772 4.46725912 4.46725912
  4 0.35537478 4.38467906 4.38467906
  8 0.17700624 4.36348156 4.36348156
 16 0.08841710 4.35814800 4.35814800
 32 0.04419777 4.35681248 4.35681248
n, deviation Z_n-Z, n^2*deviation, C2/n^2:
  1 0.40582858 0.405829 0.45609962
  2 0.11089200 0.443568 0.11402491
  4 0.02831195 0.452991 0.02850623
  8 0.00711444 0.455324 0.00712656
 16 0.00178088 0.455906 0.00178164
 32 0.00044536 0.456051 0.00044541
target relative error = 0.001
n estimated from C2 = 10.2322
smallest n found directly = 11
relative error at n = 10: 0.0010458
relative error at n = 11: 0.0008645
Matrix error for b = 1, largest entry (plain, symmetric):
n =  8: 0.179329 0.008162
n = 16: 0.087579 0.002044
n = 32: 0.043273 0.000511
Same step t, different b:
b = 1, n = 2, t = 0.50, shift sqrt2*b*t^2/12 = 0.02946, deviation/(C2/n^2) = 0.9725
b = 40, n = 80, t = 0.50, shift sqrt2*b*t^2/12 = 1.17851, deviation/(C2/n^2) = 1.7732
PASS
```
